Wigner and continuum-continuum delays in RABBITT from Coulomb waves, part 2

The problem is the RABBITT sideband delay τ_A in V=−Z/r+V_s(r), V_s short-range, initial s state u0 at ε0. Hartree units; time unit 24.1888 as. Opening example: hydrogen 1s, 17.39 eV, 800 nm probe, along the polarization: τ_A=−29.8 as, Wigner delay τ_W=9.4 as.

The harmonic acts first (κ), the probe ω second (k, ε=k²/2). κ²/2=ε+x: x=−ω for absorption (κ_<, M_a), x=+ω for emission (κ_>, M_e); p=κ−k, ζ=Z(1/κ−1/k), τ_A=(arg M_e−arg M_a)/2ω.

Coulomb waves (y=kr, ν=Z/k, A=L(L+1)+ν²) obey

u″ + [1 + 2ν/y − L(L+1)/y²] u = 0.   (1)

Outgoing H⁺=e^{iθ}S, H⁻ its conjugate, θ=y+ν ln 2y−Lπ/2+σ_L, S=Σt_n y⁻ⁿ, t_0=1,

t_{n+1} = [n(n+1) − iν(2n+1) − A] t_n / [2i(n+1)]   (2)

t_1=−ν/2+iA/2, Re t_2=[A(2−A)+3ν²]/8. Regular waves u_kL have phase η_L=σ_L+δ_L (δ_L from V_s).

(κ²/2 − H_1) ρ = r u0,   ρ regular at 0 and outgoing at ∞.   (6)

One-photon amplitude M1, real radial dipole d(κ):

τ_W = ∂_ε arg M1 = ∂_ε η_1   (9)

Pure Coulomb (ψ_Γ digamma, γ Euler's constant):

τ_W = (Z/k³) Re ψ_Γ(2 + iZ/k) → (Z/k³)(1 − γ) for k ≫ Z   (10)

Model core, b=4:

V = −1/r + [b e^{−r}/(1 + b e^{−r})] (3/2 − 1/r)   (11)

T_L′ = ∫₀^∞ u_kL′ r ρ dr,   M_L′ = (−i)^{L′} e^{iη_L′(k)} T_L′   (12)

With θ the detection angle:

M(θ) = [M_0 + (3cos²θ − 1) M_2] / (3√(4π))   (13)

J_0=∫₀^∞r^{1+iζ}e^{ipr}dr; J_1 has one power of r fewer; q=β−ip, β→0⁺.

J_0 = −p⁻² e^{π|ζ|/2} |p|^{−iζ} Γ(2 + iζ)   (15)

M_L′ ≈ d(κ) e^{π|ζ|/2} |Γ(2+iζ)| / (√(kκ) p²) · e^{i[η_1(κ) + φ_cc(k,κ)]}   (16)

φ_cc = (Z/κ) ln 2κ − (Z/k) ln 2k + arg Γ(2+iζ) − ζ ln|κ − k|   (17)

τ_W^fd = [η_1(κ_>) − η_1(κ_<)]/2ω,   τ_cc^P = [φ_cc(k,κ_>) − φ_cc(k,κ_<)]/2ω   (18)

τ_cc^P → (Z/k³)[γ − ln(2k²/ω)]   (19)

S_1(κr)S*_L′(kr)=1+C_1/r+C_2/r²+…, C_1=−α+iΔ, α=(Z/2)(κ⁻²+k⁻²), Δ=(1/κ+Z²/2κ³)−[L′(L′+1)/2k+Z²/2k³]. C_1 multiplies (16) by

1 + (ipα + pΔ)/(1+iζ)   (20)

φ_amp=arg[1+ipα/(1+iζ)], τ_amp=[φ_amp(κ_>)−φ_amp(κ_<)]/2ω.

τ_cc = τ_cc^P + τ_amp → (Z/k³)[1 + γ − ln(2k²/ω)]   (22)

τ_W plus the logarithm (Z/k³)(1−ln 2kr) is convention-free; (22) equals that logarithm at r_eff=(k/ω)e^{−γ}.

To leading order in ω the sideband reads τ_W plus the Coulomb logarithm cut off at r_eff, which is the convention-free sum noted after (9). This is an identity between logarithms and does not mean that the photon is absorbed at a sharp radius. For k ≫ Z, (10) and (22) add to (Z/k³)[2 − ln(2k²/ω)], negative once 2k²/ω > e². The opening example has k = 1.13, not k ≫ Z, but the same balance holds: Re ψ_Γ(2 + iZ/k) + 1 + γ = 0.56 + 1.58 is outweighed by ln(2k²/ω) = 3.80, which gives the negative sign.

The modulus term has Δ ≈ 1/k for L′ = 0 and Δ ≈ −2/k for L′ = 2, so

|M_2/M_0| ≈ 1 − 3p/k.   (23)

Absorption (p < 0) favours the higher and emission the lower angular momentum, which is Fano's propensity rule in continuum form. The difference of the ratio between the paths should be 3(κ_> − κ_<)/k. At ω = 0.002 Eh the exact value is 0.01194 against 0.01200, inside the asserted 5%. Inserting the two modulus factors in (13) gives (1 + p/k) + (3cos²θ − 1)(1 − 2p/k) = 3[cos²θ + (p/k)(sin²θ − cos²θ)]. For absorption this vanishes near cos²θ ≈ |p|/k. Close to that angle the leading terms cancel, the neglected ones set the phase, and the separation (18) fails.

A.7 The O(ω) remainder and what lies beyond

The remaining contributions are classified by their non-analytic dependence on x. Choose R beyond the range of V_s and of r u0.

The 1/r² term is C_2 I_2 with I_2 = ∫_R^∞ r^{−1+iζ}e^{ipr}dr. Write it as the integral from 0, Γ(iζ)q^{−iζ}, minus the integral over (0,R), which is R^{iζ}/iζ + O(p); both are defined by giving the exponent a small positive real part and continuing. With Γ(iζ) = 1/iζ − γ + O(ζ) and q^{−iζ} = 1 − iζ ln q + O(ζ² ln²q), the poles cancel:

I_2 = −γ − ln(qR) + O(p ln²|p|) = −γ − ln(|p|R) + (iπ/2) sgn p + O(p ln²|p|).

Relative to J_0 ≈ −p⁻² the term is −p²C_2I_2. Its imaginary part is p² Im C_2 (γ + ln|p|R) − (π/2) p² sgn(p) Re C_2. The first piece is even in x at leading order, and the second is odd. Re C_2 is needed only at κ = k. With A for L = 1 and B for L′,

k² Re C_2 = Re t_2(A) + Re t_2(B) + Re[t_1(A) t_1(B)*] = [A(2−A) + B(2−B) + 6ν²]/8 + (ν² + AB)/4 = [2(A+B) − (A−B)² + 8ν²]/8.

For angular momenta λ and λ+1, the centrifugal parts of A and B sum to 2(λ+1)² and differ by 2(λ+1), so they cancel in 2(A+B) − (A−B)², which leaves 4ν². Hence Re C_2 = 12ν²/8k² = 3Z²/2k⁴ for both L′ = 0 and L′ = 2. With p² = ω²/k², the emission phase changes by −(π/2)p² Re C_2 and the absorption phase by the opposite amount, so

δτ = −π p² Re C_2/2ω = −3πZ²ω/4k⁶.   (24)

The other terms are smaller. The region r < R, the product H⁺H⁺, and the pieces of J_0 and J_1 over (0,R) are analytic in x. Relative to (15) they have the form p²·(analytic)·e^{−π|ζ|/2}|p|^{iζ}, whose expansion begins x², x³, x²|x|, x³ ln|x|. The odd members are x³ and x³ ln|x|, which give ω² and ω² ln ω in the delay. The 1/r³ term contributes p³ ln|p| in the same way, and the correction to I_2 gives p³ ln²|p|. Altogether, for each channel and for angles with cos²θ ≫ |p|/k (between the zero found after (23) and 90° the absorption amplitude has changed sign and the delay is displaced by about π/2ω),

τ_A = τ_W^fd + τ_cc^P + τ_amp − 3πZ²ω/4k⁶ + O(ω² ln²ω).   (25)

The expansion parameters of the Coulomb terms are ω/k² and Zω/k³; the inner-region terms in the remainder also depend on the spatial extent of the core and of the initial state, so a wide core needs a smaller ω. At k = 1 and ω = 0.002 Eh, (24) predicts −0.00471 au. The exact remainders are −0.00491 au (L′ = 0) and −0.00489 au (L′ = 2), 4% larger in size than the prediction. The program asserts agreement within 20%. An excess of a few per cent is compatible with a next term of relative order ω ln²ω, whose coefficient is not derived here.

The coefficients C_n come from (1) alone, so the core enters τ_A − τ_W^fd only through the analytic terms, at order ω² ln ω. At ω = 0.002 Eh and k = 1 the model core raises τ_W from 0.5947 to 1.4762 au while τ_A − τ_W changes by 3.3×10⁻⁵ au; the test requires less than 0.002 au. The condition on V_s matters here. A polarization tail ∝ r⁻⁴ shifts the phase by a term ∝ r⁻³ and first alters C_3, which leaves (24) intact. A tail ∝ r⁻² adds the same constant to A and B and changes Re C_2.

The ordering with the probe photon first contributes T′ = ∫u_kL′ r Q dr with (ε0 − x − H_1)Q = r u0, with the same angular factors. Below threshold and away from the bound p levels, Q is real, decays, and is analytic in x. It belongs to the analytic class and enters τ_A at order ω² up to a logarithm. It cannot be dropped when ω approaches a 1s–np spacing.

Further conditions limit (25). If d changes sign between κ_< and κ_> (a Cooper minimum), the leading amplitude (16) shifts the fringe by π. Since d is then itself of order ω, the inner-region terms, which do not vanish with d, are of relative order ω and can leave a further delay of order ω⁰, so (25) does not apply. If η_1 varies strongly within 2ω, as at a resonance, τ_W^fd is not the derivative (9), and the inner-region terms, no longer smooth in x on the scale ω, need not be small, so the separation (18) is not guaranteed. For an initial state with ℓ > 0 and fixed m the intermediate waves are λ = ℓ ± 1; when |m| = ℓ only λ = ℓ + 1 is present. The steps to (16) repeat with (−i)^λ e^{iη_λ}d_λ, and Σ_L′ Y_L′m⟨L′m|cosθ|λm⟩ = cosθ Y_λm gives M ∝ cosθ M1(κ,θ) e^{iφ_cc}. The modulus term of (20) then acts as the operator (p/2k)[λ(λ+1) − L²] on cosθ Y_λm. The product rule for the angular Laplacian gives L²(cosθ Y) = [2 + λ(λ+1)] cosθ Y + 2 sinθ ∂_θY, so the correction is −(p/k)(cosθ M1 + sinθ ∂_θM1). Its phase is −(p/k) tanθ ∂_θ arg M1, and τ_A acquires −(tanθ/k²) ∂_θ arg M1 at order ω⁰. This vanishes at θ = 0 and for an s initial state. It is derived here and not tested by the program.

A.8 Exact evaluation of T

Inner region. Integrate outward from r0 = 10⁻³ to R = 40 the regular p wave f at κ, a particular solution P of (6), the regular waves u_0 and u_2 at k, and the running integrals ∫u_L′ r f, ∫u_L′ r P and ∫f r u0. The equations are

u″ = [L(L+1)/r² + 2V − k²] u,   P″ = [2/r² + 2V − κ²] P + 2r u0.

Start the homogeneous waves with u ∝ r^{L+1}[1 − Z_c r/(L+1)], where Z_c is the charge seen at the origin, 1 + b/(1+b) for (11). Start P at zero. An error in P along f is absorbed in the next step, and an error along the irregular solution decays outward relative to f. An eighth-order Runge–Kutta method with relative tolerance 10⁻¹⁰ is used.

Matching. Set ρ = P + μf and require ρ′/ρ = H⁺′/H⁺ at R, which gives μ = −(P′H⁺ − PH⁺′)/(f′H⁺ − fH⁺′) and ρ = C H⁺_1 beyond R with C = ρ(R)/H⁺(R). For a real wave write u = (B H⁺ − B*H⁻)/2i. Then uH⁻′ − u′H⁻ = (B/2i)(H⁺H⁻′ − H⁺′H⁻) = (B/2i)(−2ik) = −kB, so

B = (u′H⁻ − uH⁻′)/k,   δ_L = arg B,   normalization factor √(2/πk)/|B|.

The derivative follows from the series, H^±′ = e^{±iθ}[±i(k + Z/kr)S + dS/dr].

Outer region. The two integrals ∫_R^∞ r H⁺_1(κr) H^±_L′(kr) dr behave as e^{i(κ±k)r}. The integrands are analytic for Re r > 0, so the contour can be turned to r = R + is·sgn(κ±k), s ≥ 0, where the integrand falls as e^{−|κ±k|s}; with the damping e^{−βr} the closing arc gives nothing, so the ray equals the Abel limit. For absorption the slow product needs the downward ray, on which H⁺_1 alone grows exponentially. The two exponents iθ must be added before exponentiation to avoid overflow. The ray is cut at s = 45/|κ±k| and split into seven panels with edges in ratio 3, each with 24 Gauss–Legendre nodes, because the integrand varies on the scale R near s = 0 and on the scale 1/|p| further out. On the rays |r| ≥ R, so |y| is at least κR in the p-wave factor and kR in the other, and 22 terms of (2) suffice when 2κR and 2kR are well above 22. The result must not depend on R; values for R = 30 and 40 are asserted equal to 10⁻⁶ relative for the model core.

The delay is formed as arg(M_e/M_a)/2ω, which avoids branch errors in the separate arguments but is defined modulo π/ω.

A.9 Hydrogen 1s with an 800 nm probe

Here ω = 0.05695 Eh and 2ω = 0.1139 Eh. "Exact" means the harmonic-first amplitude (12) evaluated as in A.8; the probe-first ordering is added only where stated. Quotients below are quoted as computed with unrounded ω and may differ by one in the last digit from the rounded arithmetic. Sideband 20 has ε = 20ω − 1/2 = 0.63908 Eh, k = 1.13056, κ_< = 1.07901 and κ_> = 1.17986. The absorption path has p = −0.05155, ζ = 0.04226, d = 0.50545; the emission path has p = 0.04930, ζ = −0.03696, d = 0.41634. The expansion parameters are ω/k² ≈ 0.045 and ω/k³ ≈ 0.039.

Wigner part. σ_1 is −0.44100 rad at κ_< and −0.39644 rad at κ_>:

τ_W^fd = 0.04456/0.1139 = 0.3911 au = 9.46 as.

The derivative (10) is 0.3887 au = 9.40 as; the finite difference exceeds it by 0.6%.

Continuum-continuum phase. For absorption, (17) has (ln 2.15802)/1.07901 = 0.71287, (ln 2.26112)/1.13056 = 0.72164, argΓ(2+iζ) ≈ (1−γ)ζ = 0.01787 and −ζ ln|p| = 0.04226 × 2.9652 = 0.12531. These add to φ_cc = 0.1344 rad, and the last term dominates. For emission φ_cc = −0.12085 rad. Then

τ_cc^P = (−0.12085 − 0.13440)/0.1139 = −2.2409 au,

τ_amp = (0.03698 + 0.04228)/0.1139 = 0.6958 au.

The sum is τ_cc = −1.5451 au = −37.37 as. The logarithmic limits (19) and (22) give −2.2331 and −1.5410 au, within 0.4% of the finite expressions, and r_eff = 11.15 bohr.

Totals along the polarization. The phase-only sum is 0.3911 − 2.2409 = −1.8497 au. Adding τ_amp gives −1.1539 au, and adding (24), which is −0.0643 au, gives −1.2182 au. The exact value is −1.2309 au = −29.77 as. Relative to the exact value the three errors are 50%, 6% and 1%. The −39 as of the opening is thus −37.4 as from τ_cc, about −1.6 as from (24), and about −0.3 as of higher order. Including the probe-first ordering moves τ_A to −1.2170 au = −29.44 as, a change of 1.1%, as large as the residual of (25) and of opposite sign; the test requires a change under 10%. For the model core, τ_W^fd = 1.1260 au and τ_A = −0.4933 au, so τ_A − τ_W = −1.6193 au against −1.6221 au for hydrogen. A change of 0.73 au in the Wigner part alters the rest by 0.003 au.

Other sidebands, in au:

SB14 (k = 0.7712): W 1.5455, cc phase −5.4458, amp 2.2301, O(ω) −0.6380, exact −2.3484
SB30 (k = 1.5548): W 0.1334, cc phase −1.0292, amp 0.2665, O(ω) −0.0095, exact −0.6416

At sideband 30 the successive sums are −0.8958, −0.6293 and −0.6388 au, off by 40%, 2% and 0.4% of the exact value. At sideband 14 they are −3.9003, −1.6701 and −2.3081 au, off by 66%, 29% and 2%. The phase-only error remains large at the higher energy because τ_amp and τ_A both scale as Z/k³ up to a logarithm. At sideband 14 the O(ω) term is over a quarter of the answer, so the amplitude-corrected formula without it is not adequate there. The improvement from τ_amp is asserted for sidebands 20 and 30.

Channels. The exact moduli are |M_0| = 173.78, |M_2| = 195.15 for absorption and 161.56, 141.24 for emission. The ratios 1.123 and 0.874 compare with 1.137 and 0.869 from (23). The arguments are −0.34099 and −0.34684 rad for absorption and −0.48189 and −0.48718 rad for emission, giving channel delays of −1.2369 au (L′ = 0) and −1.2320 au (L′ = 2).

The value at θ = 0, −1.2309 au, does not lie between the two channel delays. The reason is that M_0 + 2M_2 averages the two arguments with weights that differ between the paths. For nearly parallel phases the argument of a sum is the modulus-weighted mean. The weight of L′ = 0 is 173.78/564.08 = 0.308 in absorption and 161.56/444.04 = 0.364 in emission. The arguments become −0.34684 + 0.308 × 0.00585 = −0.34504 and −0.48718 + 0.364 × 0.00529 = −0.48526 rad. Their difference divided by 2ω is −1.231 au.

Angle. The exact τ_A is −1.2312, −1.2326, −1.2440 and −1.3141 au at 30°, 45°, 60° and 70°, so the harmonic-first value stays within about 1% of its forward value up to 60°. The probe-first term is left out at these angles; it has an angular dependence of its own, so this flatness is not established for the sum of both orderings. The program asserts that the departure at 70° exceeds that at 30°. At 80° the value is −26.24 au, which (13) reproduces. There 3cos²θ − 1 = −0.9095. Measured from the phase of M_2, the absorption amplitude is 173.78(1 + 0.00585i) − 177.50 = −3.72 + 1.02i, with argument π − 0.267 = 2.875 rad. The emission amplitude is 161.56(1 + 0.00529i) − 128.46 = 33.10 + 0.85i, with argument 0.026 rad. The phase difference is −0.140 + 0.026 − 2.875 = −2.989 rad, and division by 0.1139 gives −26.24 au. The real part of the absorption amplitude changes sign where 1 − 3cos²θ = 173.78/195.15, near 79°, and its imaginary part is positive, so the argument rises through π/2 and the delay drops by nearly π/2ω. This large number records a near-zero of one interfering path and has no reading as a time spent near the ion. The small imaginary part that fixes it is of relative order p² ln|p| (the Im C_2 term of A.7 differs between the channels), within a logarithm of the order p² of the probe-first term, which is not computed at this angle; the value near the zero and the direction of the jump are therefore established only for the harmonic-first amplitude.

The numerical check prints the quantities from which the numbers used here are taken or obtained by the arithmetic shown, and asserts the tests named above.

Calculated quantities

```
packet: centre 0.7 Eh, pulse sigma 15.0 au, detector 150.0 bohr, model core b = 4.0
b=4.0: box arrival 125.4505 au, formula 125.4504 au
  r/k 127.4328, log -2.9928, tau_W 1.0190, 1/r -0.0086 au
b=0.0: box arrival 124.9856 au, formula 124.9856 au
  r/k 127.6597, log -3.0079, tau_W 0.3423, 1/r -0.0086 au
time domain: omega 0.2 Eh, IR sigma 40.0 au, harmonic phase difference 0.3 rad
L'=0, eps 0.6851 Eh: phase 0.0817 vs 0.0817 rad, contrast 0.9562 vs 0.9562
L'=2, eps 0.6884 Eh: phase 0.1094 vs 0.1094 rad, contrast 0.5935 vs 0.5934
soft limit: k 1.000 au, omega 0.002 Eh, Z/k^3 1.0000 au
  exact - W - cc(phase): L'=0 0.9951, L'=2 0.9951 au
  remainder: L'=0 -0.00491, L'=2 -0.00489, predicted -0.00471 au
  tau_W: H 0.5947, model 1.4762 au; change of tau_A - tau_W 3.3e-05 au
  |M2/M0| absorption minus emission 0.01194, predicted 0.01200
H 1s, 800 nm: omega 0.05695 Eh, time unit 24.1888 as
SB20: eps 0.63908 Eh = 17.39 eV; k 1.13056, kap< 1.07901, kap> 1.17986 au
 abs: p -0.05155 au, zeta 0.04226, d 0.50545 au, sigma1 -0.44100 rad
 abs: phi_cc 0.13440, phi_amp -0.04228 rad
 abs: |M0| 173.78, |M2| 195.15 au, arg -0.34099, -0.34684 rad
 emi: p 0.04930 au, zeta -0.03696, d 0.41634 au, sigma1 -0.39644 rad
 emi: phi_cc -0.12085, phi_amp 0.03698 rad
 emi: |M0| 161.56, |M2| 141.24 au, arg -0.48189, -0.48718 rad
 d sigma1/d eps 0.3887 au = 9.40 as
 log limits of tau_cc: phase -2.2331, with amplitude -1.5410 au
 effective radius (k/omega) e^-gamma 11.15 bohr
 channel delays: L'=0 -1.2369, L'=2 -1.2320 au
 exact tau_A at 0 deg: -1.2309 au
 exact tau_A at 30 deg: -1.2312 au
 exact tau_A at 45 deg: -1.2326 au
 exact tau_A at 60 deg: -1.2440 au
 exact tau_A at 70 deg: -1.3141 au
 exact tau_A at 80 deg: -26.2371 au
 tau_A(0 deg) with IR-first ordering added -1.2170 au = -29.44 as
 model core: tau_W 1.1260, tau_A -0.4933, difference -1.6193 au
SB14: k 0.7712; W 1.5455, cc phase -5.4458, amp 2.2301, O(omega) -0.6380 au
  W+cc -3.9003, +amp -1.6701, exact -2.3484 au; exact - W -3.8939 au
  in as: W 37.38, cc with amp -77.78, exact -56.81
SB20: k 1.1306; W 0.3911, cc phase -2.2409, amp 0.6958, O(omega) -0.0643 au
  W+cc -1.8497, +amp -1.1539, exact -1.2309 au; exact - W -1.6221 au
  in as: W 9.46, cc with amp -37.37, exact -29.77
SB30: k 1.5548; W 0.1334, cc phase -1.0292, amp 0.2665, O(omega) -0.0095 au
  W+cc -0.8958, +amp -0.6293, exact -0.6416 au; exact - W -0.7750 au
  in as: W 3.23, cc with amp -18.45, exact -15.52
```
